# Why Monopole Tight Binding Misses the Perpendicular Polarisability of Planar Molecules

**Q:** I computed the static polarisability of benzene with self-consistent-charge density-functional tight binding, DFTB. The in-plane value looked sensible, but the perpendicular one was zero to every printed digit. Is that a bug?

**A:** It need not be. If the method describes charge by one number per atom, zero is its correct answer for an exactly planar molecule. The cause is visible in the energy expression.

I use Hartree atomic units, real orbitals, fixed nuclei and a closed-shell molecule with an orbital gap. Let $\mu,\nu$ label basis functions, one valence set per atom: $1s$ on hydrogen, $2s$ and $2p$ on carbon. Their overlap matrix is $S$. With doubly occupied orbitals $c_i$, the density matrix is $P=2\sum_i c_ic_i^T$. The Mulliken electron number of atom $A$ and its excess over the neutral atom are

$$q_A=\sum_{\mu\in A}\sum_\nu P_{\mu\nu}S_{\mu\nu},\qquad \Delta q_A=q_A-q_A^0 .$$

These are electron numbers, so the charge is $-\Delta q_A$. The dipole moment built from monopoles is

$$D_k=-\sum_A R_{Ak}\,\Delta q_A ,$$

where $R_{Ak}$ is a nuclear coordinate. In a uniform field $\mathbf F$ the energy gains $-\mathbf D\cdot\mathbf F=\sum_A\varphi_A\Delta q_A$, with $\varphi_A=\mathbf F\cdot\mathbf R_A$. The electronic energy is therefore

$$E=\sum_{\mu\nu}P_{\mu\nu}H^0_{\mu\nu}+\tfrac12\sum_{AB}\Delta q_A\gamma_{AB}\Delta q_B+\sum_A\varphi_A\Delta q_A .$$

$H^0$ is the Hamiltonian of superposed neutral atoms, and $\gamma_{AB}$ is the Coulomb interaction of atomic charge clouds. The field sees only the numbers $\Delta q_A$. A cloud that shifts upwards around its own nucleus leaves its $\Delta q_A$ unchanged, and this model does not register the shift.

**Q:** What does the field do to the orbitals?

**A:** Differentiate $E$ with respect to the symmetric matrix $P$. Since $P_{\mu\nu}=P_{\nu\mu}$, the overlap population of two atoms is shared equally:

$$\frac{\partial q_C}{\partial P_{\mu\nu}}=\tfrac12S_{\mu\nu}(\delta_{AC}+\delta_{BC}),\qquad \mu\in A,\ \nu\in B .$$

The chain rule then gives

$$H_{\mu\nu}=H^0_{\mu\nu}+\tfrac12S_{\mu\nu}(v_A+v_B),\qquad v_A=\varphi_A+\sum_B\gamma_{AB}\Delta q_B .$$

Now place the molecule in the plane $z=z_0$ with the field along $z$. Every atom has $\varphi_A=Fz_0$, and the field adds $Fz_0S$ to $H$. In $Hc_i=\varepsilon_iSc_i$ this raises every $\varepsilon_i$ by $Fz_0$ and leaves every $c_i$ as it was. The field-free charges remain self-consistent. At fixed electron number this solution has no induced dipole, at any field strength.

**Q:** I would like to see that in the response equations, since my program uses coupled-perturbed theory.

**A:** Let $i$ be occupied, $a$ empty, and $\delta v_A$ a small change of the atomic potentials. Write $\delta c_i=\sum_m c_mu_{mi}$. To first order the eigenvalue equation reads

$$H\delta c_i+\delta H\,c_i=\varepsilon_iS\delta c_i+\delta\varepsilon_i\,Sc_i .$$

Multiply from the left by $c_a^T$, using $c_a^TSc_m=\delta_{am}$ and $c_a^TH=\varepsilon_ac_a^TS$:

$$\varepsilon_au_{ai}+V_{ai}=\varepsilon_iu_{ai}\quad\Rightarrow\quad u_{ai}=\frac{V_{ai}}{\varepsilon_i-\varepsilon_a},\qquad V_{ai}=c_a^T\delta H\,c_i .$$

Mixing among occupied orbitals drops out of $\delta P$: orthonormality demands $u_{ji}+u_{ij}=0$, and $\delta P$ contains just this sum. Hence

$$\delta P=2\sum_{ia}u_{ai}\,(c_ac_i^T+c_ic_a^T).$$

Define the transition charge

$$q_A^{ia}=\tfrac12\sum_{\mu\in A}\left[c_{\mu i}(Sc_a)_\mu+c_{\mu a}(Sc_i)_\mu\right].$$

Putting $\delta P$ into the Mulliken formula gives $2u_{ai}$ times the square bracket, summed over $\mu\in A$. The bracket sum is $2q_A^{ia}$, so $\delta q_A=4\sum_{ia}u_{ai}q_A^{ia}$. Putting $\delta H_{\mu\nu}=\tfrac12S_{\mu\nu}(\delta v_A+\delta v_B)$ into $V_{ai}$ gives $V_{ai}=\sum_Bq_B^{ia}\delta v_B$. Together,

$$\delta q_A=\sum_B\chi^0_{AB}\delta v_B,\qquad \chi^0_{AB}=-4\sum_{ia}\frac{q_A^{ia}q_B^{ia}}{\varepsilon_a-\varepsilon_i}.$$

The factor 4 is two electrons per orbital times the two terms of $\delta P$. The minus sign says that electrons leave an atom whose potential energy is raised.

The induced charges act back through $\delta v=\varphi+\gamma\,\delta q$. Therefore

$$(1-\chi^0\gamma)\,\delta q=\chi^0\varphi,\qquad \delta q=\chi\varphi,\qquad \chi=(1-\chi^0\gamma)^{-1}\chi^0 .$$

The inverse exists because $-\chi^0$ has no negative eigenvalues and $\gamma$, an electrostatic energy of charge clouds, is positive definite. The eigenvalues of $-\chi^0\gamma$ equal those of $\gamma^{1/2}(-\chi^0)\gamma^{1/2}$, so none is negative. Inserting $\varphi_B=\sum_lF_lR_{Bl}$ into the dipole gives

$$\alpha_{kl}=\frac{\partial D_k}{\partial F_l}=-\sum_{AB}R_{Ak}\,\chi_{AB}\,R_{Bl}.$$

Now sum a transition charge over all atoms:

$$\sum_Aq_A^{ia}=\tfrac12(c_i^TSc_a+c_a^TSc_i)=0 .$$

So $\chi^0$ gives zero when it acts on a uniform potential, and so does $\chi$, which has $\chi^0$ on its right. For a planar molecule the column $R_{Bz}=z_0$ is uniform, hence $\alpha_{zz}=0$, and $\alpha_{xz}=\alpha_{yz}=0$ as well. For a linear molecule two coordinates are uniform, and both perpendicular components vanish.

**Q:** And a single atom?

**A:** It has one site, whose electron number is fixed. Thus $\Delta q$ cannot change and the charge response vanishes in every direction. This needs no closed shell. The monopole method has no atomic polarisability, for carbon or for hydrogen.

**Q:** But benzene has $\sigma$ and $\pi$ orbitals, and a perpendicular field mixes them. Where did those transitions go?

**A:** They are in the orbital spectrum, but they carry no atomic charge. Put the molecule at $z=0$. Under reflection in the plane, $s,p_x,p_y$ are even and $p_z$ is odd, and $S$ connects functions of equal parity only. If $i$ is a $\sigma$ orbital and $a$ a $\pi$ orbital, $c_{\mu i}$ is nonzero on even functions and $(Sc_a)_\mu$ on odd ones. Each product in $q_A^{ia}$ is zero.

The true operator $z$ is odd, so it connects $\sigma$ with $\pi$ and nothing else. Every transition that a perpendicular field drives therefore has zero transition charges. On one carbon atom the relevant integral is $d=\langle s|z|p_z\rangle$. An $s$ function with some $p_z$ mixed in is a cloud displaced along $z$: a local dipole with no net charge.

**Q:** Can you put numbers to this for benzene?

**A:** Yes, with parameters generated for the purpose rather than a published set. I took a regular hexagon with C–C distance 2.64 bohr and C–H distance 2.05 bohr. The ingredients are these.

- Valence orbitals and reference densities come from spherical, spin-unpolarised atoms in the local density approximation, LDA. The Gaussian basis is 6-311G, and a potential $(r/r_0)^2$ hartree with $r_0=3.0$ bohr confines the atoms.
- On-site energies come from the same atoms without confinement: $-0.231$ hartree for H $1s$, $-0.493$ for C $2s$ and $-0.190$ for C $2p$.
- Elements of $H^0$ between two atoms use the kinetic energy and the LDA potential of the two superposed atomic densities.
- The Hubbard parameter $U$ is the derivative of the highest occupied level with respect to its occupation, from a finite difference: 0.422 hartree for H and 0.397 for C. These atomic numbers are not basis-converged: a large uncontracted basis gives levels of $-0.234$, $-0.501$ and $-0.199$ hartree, and $U=0.406$ for H and 0.364 for C.
- $\gamma_{AB}$ is the Coulomb integral of two normalised clouds $\tau^3e^{-\tau r}/8\pi$.

The width $\tau$ follows from $\gamma_{AA}=U_A$. The Fourier transform of a cloud is $\tau^4/(\tau^2+k^2)^2$, and the Coulomb kernel is $4\pi/k^2$. After the angular integration,

$$\gamma_{AA}=\frac2\pi\int_0^\infty\frac{\tau^8\,dk}{(\tau^2+k^2)^4}=\frac2\pi\,\tau\,\frac{5\pi}{32}=\frac{5\tau}{16},$$

so $\tau=16U/5$.

The response formula then gives, with $x$ in the plane,

$$\alpha_{xx}=76.0\ \text{bohr}^3,\qquad \alpha_{zz}=0 .$$

The in-plane value is 11.3 Å$^3$. It depends on the parameters: it becomes 79.1 bohr$^3$ with the large atomic basis and 79.0 bohr$^3$ with $r_0=2.7$ bohr, while the zero does not move. If the feedback is omitted, so that $\chi^0$ replaces $\chi$, $\alpha_{xx}$ is 187 bohr$^3$. Electrons that move across the ring set up a field opposing the applied one, and this screening reduces the response by a factor $187/76.0=2.5$. Screening plays no part in the perpendicular zero, which is already present in $\chi^0$.

**Q:** My optimised geometry was once slightly non-planar, and I got a small number instead of zero. Was that a real perpendicular polarisability?

**A:** It was the model's charge transfer between atoms at different heights. Let atom $A$ sit at $z_A=hs_A$, where $s_A$ is a fixed pattern. The polarisability formula becomes

$$\alpha_{zz}=-h^2\sum_{AB}s_A\,\chi_{AB}(h)\,s_B .$$

Reflection in the plane turns $h$ into $-h$ and leaves the site-to-site response unchanged, so $\chi(h)=\chi(0)+O(h^2)$ while the gap stays open. The leading term is

$$\alpha_{zz}=-h^2\,s^T\chi(0)\,s+O(h^4).$$

For a chair-like pucker, move neighbouring CH units alternately up and down, $s_A=\pm1$, keeping their $x$ and $y$ coordinates. The planar $\chi$ gives $-s^T\chi(0)s=70.5$ bohr. For $h=0.1$ bohr the leading term is

$$(0.1\ \text{bohr})^2\times70.5\ \text{bohr}=0.705\ \text{bohr}^3 .$$

Recomputing the whole response at the puckered geometry gives 0.702 bohr$^3$. For $h=0.2$ bohr the two values are 2.82 and 2.76 bohr$^3$. The leading term is too large by 0.5% and 2.1% of the recomputed values, a fourfold growth on doubling $h$, as an $O(h^2)$ relative correction should show.

So "almost no perpendicular polarisability" describes a nearly planar molecule, and "none" an exactly planar one. The small value tells you about the pucker. It is no estimate of how the clouds around the atoms deform.

**Q:** Then is the minimal basis innocent, and the monopole approximation guilty?

**A:** They are two separate losses. First keep the minimal basis and restore the true dipole integrals. Let $Z_{\mu\nu}=\langle\mu|z|\nu\rangle$ and $Z_{ia}=c_i^TZc_a$. The field now adds $FZ$ to $H$, and the electronic dipole is $-\mathrm{Tr}\,PZ$.

For planar benzene in a perpendicular field the driven transitions carry no atomic charges, so the $\gamma$ term gives no feedback. The earlier result for $u_{ai}$ holds with $V_{ai}=FZ_{ia}$, and $\mathrm{Tr}\,\delta P\,Z=4\sum_{ia}u_{ai}Z_{ia}$. Therefore

$$\alpha_{zz}=-\frac{4}{F}\sum_{ia}\frac{FZ_{ia}}{\varepsilon_i-\varepsilon_a}Z_{ia}=4\sum_{ia}\frac{Z_{ia}^2}{\varepsilon_a-\varepsilon_i}.$$

With the same orbitals and energies this is 12.1 bohr$^3$ (13.0 with the large atomic basis, 12.4 with $r_0=2.7$ bohr). This value uses every element of $Z$, those between two atoms as well as the on-site $d$; it is not the result of on-site dipoles alone. The zero belongs to the monopole coupling; the minimal basis by itself permits a perpendicular response.

**Q:** Does the carbon atom recover in the same way?

**A:** Yes. Take a spherical carbon atom with $f_s=2$ electrons in $2s$ and $f_p=2/3$ in each $2p$ orbital, and hold these occupations fixed. The field couples $s$ with $p_z$:

$$\begin{pmatrix}\varepsilon_s&Fd\\Fd&\varepsilon_p\end{pmatrix}.$$

To second order the lower level falls by $F^2d^2/(\varepsilon_p-\varepsilon_s)$ and the upper rises by the same amount. Weight the shifts with the occupations and compare with $-\tfrac12\alpha F^2$:

$$-\frac{(f_s-f_p)F^2d^2}{\varepsilon_p-\varepsilon_s}=-\tfrac12\alpha F^2\quad\Rightarrow\quad\alpha=\frac{2(f_s-f_p)d^2}{\varepsilon_p-\varepsilon_s}.$$

The confined orbitals give $|d|=0.775$ bohr, and the level spacing is $-0.1903+0.4929=0.3026$ hartree. Thus

$$\alpha=\frac{2\times\tfrac43\times0.775^2}{0.3026}\approx5.3\ \text{bohr}^3 .$$

This is the $s$–$p$ contribution within the model; it becomes 5.4 with the large atomic basis and 5.0 with $r_0=2.7$ bohr. It leaves out any feedback from the induced atomic dipole and all orbitals beyond $2s$ and $2p$.

Hydrogen does not recover. Its one basis function is $s$-type, and $\langle s|z|s\rangle=0$ about the nucleus by parity. A true dipole operator has nothing to mix it with. I diagonalised the one-electron atom in a field and took the second difference of its energy. With 14 Gaussian $s$ functions the polarisability is zero. With nine $p$ shells added it is 4.50 bohr$^3$. More $s$ functions do not help; the missing ingredient is the next angular momentum.

**Q:** How far is 12.1 bohr$^3$ from what benzene should have?

**A:** For comparison I ran all-electron LDA calculations at the same geometry, with a field of 0.004 atomic units, and divided the induced dipole by the field. These calculations change the basis and nothing else:

| LDA basis | $\alpha_{xx}$ (bohr$^3$) | $\alpha_{zz}$ (bohr$^3$) |
|---|---|---|
| STO-3G (minimal) | 45.4 | 6.7 |
| 6-31+G* | 79.8 | 41.9 |

The larger set has split valence functions, and on carbon also a diffuse $s,p$ shell and a compact set of $d$ polarisation functions. Its perpendicular value is 6.21 Å$^3$. It is a reference level, not a converged answer: the basis is still modest, and LDA is an approximate functional. Adding diffuse $d$ functions on carbon and a diffuse $s$ and two $p$ shells on hydrogen raises the values to about 83.7 and 45.4 bohr$^3$. Numerical settings matter at the last digit too: analytic response with another grid and a larger density-fitting set gives 79.7 and 41.3 in 6-31+G*.

The minimal basis retains $6.7/41.9=16\%$ of the perpendicular value but $45.4/79.8=57\%$ of the in-plane one. The second loss is therefore real, and it is more severe perpendicular to the ring.

A likely part of the reason, which these two calculations do not test, lies in what a field must build. Acting on a $p_z$ function, $z$ gives a radial factor times

$$z^2=\tfrac13r^2+\left(z^2-\tfrac13r^2\right),$$

an $s$-type part and a $d$-type part. Acting on $p_x$ it gives $xz$, which is $d$-type. A minimal carbon set has no $d$ function and one fixed radial shape for the valence $s$. In the plane, electrons can also respond by moving from atom to atom, which needs no new function. The shares are very unequal. With the analytic-response settings, $\alpha_{zz}$ is 19.2 bohr$^3$ in 6-31G, 21.0 in 6-31G*, 39.8 in 6-31+G and 41.3 in 6-31+G*. The compact $d$ shell adds less than 2 bohr$^3$ and the diffuse $s,p$ shell about 20, so in this series radial freedom far from the nuclei matters much more than the compact $d$ functions.

**Q:** Why does the tight-binding value of 12.1 exceed the minimal-basis LDA value of 6.7?

**A:** The two calculations differ in orbitals, level energies and feedback. In the tight-binding one, induced atomic dipoles do not interact with each other or with their own atom. LDA includes the corresponding electrostatic and exchange-correlation response. I would expect its electrostatic part to lower the perpendicular value, since parallel dipoles side by side oppose one another, but these numbers do not isolate that effect.

**Q:** At least the in-plane monopole value, 76.0, agrees nicely with 79.8. May I trust it?

**A:** Not on the strength of that agreement. If I use true dipole integrals in the plane too, both in the perturbation and in the measured dipole, while keeping the monopole feedback, $\alpha_{xx}$ falls to 65.4 bohr$^3$ (from about 79 to about 68 with the other two parameter choices). Restoring a missing piece moves the result away from the LDA reference. This is possible because the restored dipole amplitudes, on-site and two-centre, add to the charge-transfer amplitudes before they are squared, and they can have opposite signs. The closeness of 76.0 to 79.8 thus contains some cancellation of errors.

**Q:** What does all this do to a quantity I can measure in a gas, where the molecules tumble?

**A:** For a randomly oriented molecule the mean polarisability is one third of the trace, and the sixfold symmetry makes $\alpha_{yy}=\alpha_{xx}$:

$$\bar\alpha_{\text{monopole}}=\frac{2\times76.0+0}{3}=50.7,\qquad \bar\alpha_{\text{LDA}}=\frac{2\times79.8+41.9}{3}=67.2\ \text{bohr}^3 .$$

The monopole mean is 25% below the LDA reference (29% below the larger-basis mean of 71.0, for which the anisotropy stays near 38). The anisotropy $\alpha_{xx}-\alpha_{zz}$ suffers more: 76.0 against $79.8-41.9=37.9$ bohr$^3$, too large by a factor of two. A mean value can hide the fault, while an orientation-dependent signal exposes it.

**Q:** If I want to repair the method, what should I change first?

**A:** Decide which loss matters for your observable. Including on-site dipoles removes the strict zero for benzene and for carbon, but leaves a single-$s$ hydrogen atom unpolarisable. Adding suitable basis functions supplies missing shapes, but if the field still couples to Mulliken monopoles alone, the planar zero survives: the proof used $c_i^TSc_a=0$ and equal heights, not the size of the basis. A full perpendicular response needs both a coupling that sees local dipoles and functions able to form them.
